# Debye Length of Doped Silicon and the Oxide of Equal Capacitance: a numerical check

```python
"""Flat-band capacitance of p-type silicon and the equally capacitive oxide.

Result under test: C_s = eps_s/L_D with L_D = sqrt(eps_s*k*T/(q^2*N)),
and equal capacitance per area for an oxide of thickness eps_ox*L_D/eps_s.
N: acceptor density; T: temperature; q: elementary charge; k: Boltzmann
constant; eps_s, eps_ox: permittivities of silicon and silicon dioxide.
The potential is zero in the bulk. All internal quantities are in SI units.
The main test solves the nonlinear Poisson equation without using L_D.
Material parameters are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

q, k, hbar = const.e, const.k, const.hbar
nm = 1e-9
per_cm3 = 1e6
temperature = 300.0
doping = 1e17 * per_cm3
intrinsic_density = 1e10 * per_cm3
rel_si, rel_ox = 11.7, 3.9
eps_si, eps_ox = rel_si * const.epsilon_0, rel_ox * const.epsilon_0
thermal_voltage = k * temperature / q


def close(value, expected, relative):
    return abs(value - expected) <= relative * abs(expected)


def solve_poisson(bias, vt=thermal_voltage, oxide=0.0, wavelength=0.0,
                  ni=intrinsic_density):
    """Finite-volume Newton solution; returns depth, potential, gate charge."""
    silicon_steps = np.full(6000, 0.05 * nm)
    oxide_cells = 40 if oxide > 0 else 0
    oxide_steps = np.full(oxide_cells, oxide / 40)
    step = np.concatenate([oxide_steps, silicon_steps])
    eps = np.concatenate([np.full(oxide_cells, eps_ox),
                          np.full(silicon_steps.size, eps_si)])
    charged = np.concatenate([np.zeros(oxide_cells), silicon_steps])
    width = np.zeros(step.size + 1)
    width[:-1] += charged / 2
    width[1:] += charged / 2
    depth = np.concatenate([[0.0], np.cumsum(step)]) - oxide
    factor = np.ones(depth.size)
    if wavelength > 0:
        factor = 1 - np.exp(-4 * np.pi * (depth / wavelength)**2)
    minority = ni**2 / doping
    link = eps / step
    psi = np.zeros(depth.size)
    psi[0] = bias
    for _ in range(60):
        holes = (doping + minority) * factor * np.exp(-psi / vt)
        electrons = minority * np.exp(psi / vt)
        rho = q * (holes - electrons - doping)
        slope = -q * (holes + electrons) / vt
        flux = link * np.diff(psi)
        residual = np.diff(flux) + rho[1:-1] * width[1:-1]
        bands = np.zeros((3, residual.size))
        bands[0, 1:] = link[1:-1]
        bands[1] = -link[1:] - link[:-1] + slope[1:-1] * width[1:-1]
        bands[2, :-1] = link[1:-1]
        change = solve_banded((1, 1), bands, -residual)
        psi[1:-1] += change
        if np.max(np.abs(change)) < 1e-12:
            break
    else:
        raise RuntimeError("Poisson iteration did not converge")
    holes0 = (doping + minority) * factor[0] * np.exp(-psi[0] / vt)
    rho0 = q * (holes0 - minority * np.exp(psi[0] / vt) - doping)
    gate_charge = link[0] * (psi[0] - psi[1]) - rho0 * width[0]
    return depth, psi, gate_charge


def capacitance(center=0.0, **options):
    """Central difference of gate charge with respect to applied potential."""
    delta = 2e-4
    upper = solve_poisson(center + delta, **options)[2]
    lower = solve_poisson(center - delta, **options)[2]
    return (upper - lower) / (2 * delta)


# Main result and its tests.
debye = np.sqrt(eps_si * k * temperature / (q**2 * doping))
c_flat = eps_si / debye
t_equal = eps_ox * debye / eps_si
c_numeric = capacitance()
c_stack = capacitance(oxide=t_equal)
assert close(c_numeric, c_flat, 2e-4)
assert close(c_stack, 0.5 * eps_ox / t_equal, 2e-4)

depth, psi, _ = solve_poisson(1e-4)
decay_numeric = np.interp(-1.0, np.log(psi[:2000] / psi[0])[::-1],
                          depth[:2000][::-1])
assert close(decay_numeric, debye, 2e-3)

# Bias dependence, compared with the first integral of Poisson's equation.
bias_ratios = {}
for u in (-1.0, 1.0):
    bias_ratios[u] = capacitance(u * thermal_voltage) / c_flat
    formula = abs(1 - np.exp(-u)) / np.sqrt(2 * (np.exp(-u) + u - 1))
    assert close(bias_ratios[u], formula, 5e-4)

# Temperature dependence at fixed permittivity and fixed ionised doping.
hot = 400.0
debye_hot = debye * np.sqrt(hot / temperature)
c_hot = capacitance(vt=k * hot / q, ni=5e12 * per_cm3)
assert close(eps_si / c_hot, debye_hot, 2e-4)


# Hole wave nature: local hard-wall density factor in the Poisson equation.
def thermal_wavelength(mass_ratio):
    mass = mass_ratio * const.m_e
    return const.h / np.sqrt(2 * np.pi * mass * k * temperature)


def wall_capacitance(wavelength):
    zero_charge = brentq(
        lambda v: solve_poisson(v, wavelength=wavelength)[2],
        -0.02, 0.005, xtol=1e-10)
    return capacitance(zero_charge, wavelength=wavelength)


mass_heavy, mass_light = 0.5, 0.2
lam = thermal_wavelength(mass_heavy)
box = 200 * nm
levels = np.arange(1, 2001)
energies = (hbar * np.pi * levels / box)**2 / (2 * mass_heavy * const.m_e)
weights = np.exp(-energies / (k * temperature))
assert close((box - lam * weights.sum()) / 2, lam / 4, 1e-6)
for x in (0.5 * nm, 1.5 * nm, 3.0 * nm):
    density = np.sum(2 / box * np.sin(levels * np.pi * x / box)**2 * weights)
    assert close(density * lam, 1 - np.exp(-4 * np.pi * (x / lam)**2), 1e-6)
small_layer = 0.1 * nm
small_shift = wall_capacitance(4 * small_layer) / c_flat - 1
assert close(small_shift, -2 * small_layer / (3 * debye), 0.05)
wall_results = {}
for mass_ratio in (mass_heavy, mass_light):
    wave = thermal_wavelength(mass_ratio)
    c_wall = wall_capacitance(wave)
    wall_results[mass_ratio] = (wave / 4, c_wall / c_flat - 1, eps_ox / c_wall)

# Acceptor occupation: frozen or following the electrostatic potential.
band_density = 2e19 * per_cm3
acceptor_ev = 0.045
binding = 4 * np.exp(acceptor_ev / thermal_voltage) / band_density


def ionised(holes):
    return doping / (1 + binding * holes)


hole_density = brentq(lambda p: p - ionised(p), 0.01 * doping, doping)
fraction = hole_density / doping
d_log = 1e-4
response = ((hole_density * np.exp(d_log) - ionised(hole_density * np.exp(d_log)))
            - (hole_density * np.exp(-d_log)
               - ionised(hole_density * np.exp(-d_log)))) / (2 * d_log)
assert close(response, doping * fraction * (2 - fraction), 1e-6)
frozen_shift = 1 / np.sqrt(fraction) - 1
following_shift = np.sqrt(doping / response) - 1


# Degeneracy from the Fermi-Dirac integral of a parabolic band.
def fermi_half(eta):
    integral = quad(lambda s: s**2 / (1 + np.exp(s**2 - eta)),
                    0, 8, epsabs=1e-13, epsrel=1e-11)[0]
    return 4 / np.sqrt(np.pi) * integral


filling = doping / band_density
eta = brentq(lambda z: fermi_half(z) - filling, -10, 0)
d_eta = 1e-3
fermi_slope = (fermi_half(eta + d_eta) - fermi_half(eta - d_eta)) / (2 * d_eta)
degeneracy_shift = np.sqrt(filling / fermi_slope) - 1
assert close(degeneracy_shift, filling / 2**2.5, 0.03)

# Discrete dopants under a square gate with one-micrometre sides.
spacing = doping**(-1 / 3)
sphere_count = 4 * np.pi / 3 * debye**3 * doping
gate_area = (1e-6)**2
layer_count = doping * debye * gate_area
count_fluctuation = 1 / np.sqrt(layer_count)
rng = np.random.default_rng(7)
placed = int(round(20 * layer_count))
counts = [np.count_nonzero(rng.random(placed) < 1 / 20) for _ in range(500)]
assert close(np.std(counts) / np.mean(counts), count_fluctuation, 0.15)

# Oxide field and tunnelling exponent for a one-volt oxide drop.
oxide_drop = 1.0
barrier_ev, tunnel_mass, breakdown_mv_cm = 3.1, 0.4, 10.0
field = oxide_drop / t_equal
root_mass = np.sqrt(2 * tunnel_mass * const.m_e * q) / hbar
exponent = 4 * root_mass / (3 * field) * (
    barrier_ev**1.5 - (barrier_ev - oxide_drop)**1.5)
exponent_quad = 2 * root_mass * t_equal * quad(
    lambda s: np.sqrt(barrier_ev - oxide_drop * s), 0, 1)[0]
assert close(exponent, exponent_quad, 1e-8)
assert field / 1e8 < breakdown_mv_cm

to_uf_cm2 = 100.0
print(f"Temperature: {temperature:.0f} K")
print(f"Acceptor density: {doping / per_cm3:.1e} cm^-3")
print(f"Relative permittivity, silicon: {rel_si:.1f} (dimensionless)")
print(f"Relative permittivity, oxide: {rel_ox:.1f} (dimensionless)")
print(f"Thermal voltage: {1000 * thermal_voltage:.3f} mV")
print(f"Electron/hole ratio: {(intrinsic_density / doping)**2:.1e} (dimensionless)")
print(f"Debye length: {debye / nm:.3f} nm = {debye * 100:.3e} cm")
print(f"Numerical decay length: {decay_numeric / nm:.3f} nm")
print(f"Flat-band silicon capacitance: {c_flat * to_uf_cm2:.4f} uF/cm2")
print(f"Numerical silicon capacitance: {c_numeric * to_uf_cm2:.4f} uF/cm2")
print(f"Equal-capacitance oxide: {t_equal / nm:.3f} nm = {t_equal * 1e10:.2f} angstrom")
print(f"Numerical series capacitance: {c_stack * to_uf_cm2:.4f} uF/cm2")
for u, ratio in bias_ratios.items():
    print(f"C_s/C_flat at u={u:+.0f}: {ratio:.4f} (dimensionless)")
print(f"Debye length at {hot:.0f} K: {debye_hot / nm:.3f} nm")
for mass_ratio, (layer, shift, thickness) in wall_results.items():
    print(f"Hole mass {mass_ratio:.1f} m_e, missing layer: {layer / nm:.2f} nm")
    print(f"  capacitance change, numerical: {100 * shift:.1f} %")
    print(f"  first-order change: {-200 * layer / (3 * debye):.1f} %")
    print(f"  equal oxide with this effect: {thickness / nm:.2f} nm")
print(f"Valence-band density: {band_density / per_cm3:.1e} cm^-3")
print(f"Acceptor level above band edge: {acceptor_ev:.3f} eV")
print(f"Ionised acceptor fraction: {fraction:.4f} (dimensionless)")
print(f"Length change, frozen acceptors: {100 * frozen_shift:.2f} %")
print(f"Length change, following acceptors: {100 * following_shift:.2f} %")
print(f"Length change, degeneracy: {100 * degeneracy_shift:.3f} %")
print(f"Mean dopant spacing: {spacing / nm:.2f} nm")
print(f"Dopants in a Debye sphere: {sphere_count:.2f} (count)")
print(f"Gate area: {gate_area * 1e12:.1f} um2")
print(f"Dopants in one Debye depth below gate: {layer_count:.0f} (count)")
print(f"Relative count fluctuation: {100 * count_fluctuation:.2f} %")
print(f"Oxide voltage drop: {oxide_drop:.1f} V")
print(f"Oxide field: {field / 1e8:.2f} MV/cm")
print(f"Rough oxide breakdown field: {breakdown_mv_cm:.0f} MV/cm")
print(f"Electron tunnelling barrier: {barrier_ev:.1f} eV")
print(f"Electron tunnelling mass: {tunnel_mass:.1f} m_e")
print(f"WKB exponent: {exponent:.1f} (dimensionless)")
print(f"WKB exponential factor: {np.exp(-exponent):.1e} (dimensionless)")
print("every check passed")
```

Running it gives:

```
Temperature: 300 K
Acceptor density: 1.0e+17 cm^-3
Relative permittivity, silicon: 11.7 (dimensionless)
Relative permittivity, oxide: 3.9 (dimensionless)
Thermal voltage: 25.852 mV
Electron/hole ratio: 1.0e-14 (dimensionless)
Debye length: 12.929 nm = 1.293e-06 cm
Numerical decay length: 12.934 nm
Flat-band silicon capacitance: 0.8013 uF/cm2
Numerical silicon capacitance: 0.8013 uF/cm2
Equal-capacitance oxide: 4.310 nm = 43.10 angstrom
Numerical series capacitance: 0.4006 uF/cm2
C_s/C_flat at u=-1: 1.4336 (dimensionless)
C_s/C_flat at u=+1: 0.7369 (dimensionless)
Debye length at 400 K: 14.929 nm
Hole mass 0.5 m_e, missing layer: 1.52 nm
  capacitance change, numerical: -7.0 %
  first-order change: -7.8 %
  equal oxide with this effect: 4.64 nm
Hole mass 0.2 m_e, missing layer: 2.41 nm
  capacitance change, numerical: -10.5 %
  first-order change: -12.4 %
  equal oxide with this effect: 4.81 nm
Valence-band density: 2.0e+19 cm^-3
Acceptor level above band edge: 0.045 eV
Ionised acceptor fraction: 0.9063 (dimensionless)
Length change, frozen acceptors: 5.04 %
Length change, following acceptors: 0.44 %
Length change, degeneracy: 0.088 %
Mean dopant spacing: 21.54 nm
Dopants in a Debye sphere: 0.91 (count)
Gate area: 1.0 um2
Dopants in one Debye depth below gate: 1293 (count)
Relative count fluctuation: 2.78 %
Oxide voltage drop: 1.0 V
Oxide field: 2.32 MV/cm
Rough oxide breakdown field: 10 MV/cm
Electron tunnelling barrier: 3.1 eV
Electron tunnelling mass: 0.4 m_e
WKB exponent: 45.0 (dimensionless)
WKB exponential factor: 3.0e-20 (dimensionless)
every check passed
```
